Why C6 between fullerenes outgrows the square of atom number

**Question.** If every carbon atom in one fullerene attracts every carbon atom in another with the same strength, the dispersion coefficient C6 of two equal cages of N atoms is proportional to N². Why does a conducting-shell description of the cages give a faster growth, and how large is the difference?

**Answer.** The difference lies in the restoring force on the electrons. In the additive picture each atom holds its electrons with a force that does not depend on the size of the cage. On a conducting shell, electrons flow over the whole surface and are pulled back by the charge they have piled up at its two ends. On a larger shell the same displacement of the electrons piles up more charge, but the charges are so much farther apart that the pull is weaker. The collective oscillation slows down, and at equal strength per atom slower oscillators attract each other more strongly.

**How strength and frequency enter C6**

Hartree atomic units are used, with the Coulomb energy of two unit charges equal to 1/r. The distance D between the cage centres is much larger than the cage radius, but small enough for retardation to be neglected. The attraction is then −C6/D⁶.

Represent each cage by isotropic dipole oscillators. Oscillator i has frequency ω_i, a coordinate x_i of unit mass along each axis, and dipole √f_i x_i. In a field that grows in time as exp(uτ), its equation of motion is u²x_i = −ω_i²x_i + √f_i E, so the polarizability at imaginary frequency is

α(iu) = Σ_i f_i/(ω_i² + u²).

The strength f_i counts the electrons taking part. With z along the line of centres, two dipoles have the interaction energy

(μ_x μ′_x + μ_y μ′_y − 2μ_z μ′_z)/D³.

Take mode i of one cage and mode j of the other. Along an axis with factor g = 1, 1 or −2, the coupling is g√(f_i f_j) x_i x_j/D³. It excites both oscillators from their ground states, at a cost ω_i + ω_j. Since ⟨1|x_i|0⟩ = 1/√(2ω_i), second-order perturbation theory gives

ΔE = −g² f_i f_j/[4ω_iω_j(ω_i + ω_j)D⁶].

The squares of g add up to 1 + 1 + 4 = 6. Summing over axes and modes,

C6 = (3/2) Σ_ij f_i f_j/[ω_iω_j(ω_i + ω_j)].

Because ∫₀^∞ du/[(ω_i² + u²)(ω_j² + u²)] = π/[2ω_iω_j(ω_i + ω_j)], this is the same as

C6 = (3/π) ∫₀^∞ α(iu)² du.

For one oscillator of strength F and frequency Ω it reduces to

C6 = (3/4) F²/Ω³.

For N independent atoms the strength is proportional to N and the frequencies are fixed, so C6 = N²c6, where c6 belongs to one pair of atoms. Faster growth needs a strength per atom that rises or a frequency that falls.

**The frequency of a thin shell**

Put N_e = 4N mobile valence electrons on a thin sphere of radius R. Let the cage have dipole p along z. Tangential flow in a uniform field produces a surface charge proportional to cos θ. Outside, its potential is p cos θ/r². Inside, the potential must be proportional to r cos θ and must match at r = R, so it is p r cos θ/R³. This is a uniform field −p/R³, and with an applied field E the total is E − p/R³.

The field along the surface is the same just inside and just outside, so this total drives the flow. An electron can follow only the tangential part, a fraction sin θ of the field, and the z component of its motion brings a second factor sin θ. The average of sin²θ over a sphere is 2/3. Hence

d²p/dτ² = (2N_e/3)(E − p/R³).

With growth as exp(uτ), u²p = (2N_e/3)(E − p/R³), and therefore

α(iu) = F/(ω_1² + u²), F = 2N_e/3, ω_1² = 2N_e/(3R³).

The cage area is proportional to N, so R ∝ N^(1/2) and R³ ∝ N^(3/2). It follows that ω_1² ∝ N^(−1/2), while F/N stays fixed:

C6/N² ∝ ω_1^(−3) ∝ N^(3/4), C6 ∝ N^(11/4).

The static polarizability tells the same story. It is F/ω_1² = R³, so it grows as N^(3/2), faster than a sum over atoms. Written as C6 = (3/4)α(0)²ω_1, the coefficient has the exponent 3 − 1/4 = 11/4.

**Conduction alone is not enough**

Two changes to the model show which ingredients matter. First, bind each electron with an additional fixed frequency ω_g. The equation of motion gains a term −ω_g²p, and ω_1² is replaced by ω_1² + ω_g². Then C6/N² ∝ (ω_1² + ω_g²)^(−3/2). Since d ln ω_1²/d ln N = −1/2, the local exponent is

d ln C6/d ln N = 2 + (3/4) ω_1²/(ω_1² + ω_g²).

While the collective restoring force dominates, the exponent is near 11/4. Once the cage is so large that ω_1 ≪ ω_g, the exponent returns to 2. A very large shell with a fixed binding frequency is thus additive in its scaling.

Second, fill the sphere. For a given displacement of the electrons, the charge piled up at each end grows as R on the shell, but as R² on a solid conducting ball of fixed density. The field of a given charge falls as 1/R² with its distance, so the pull weakens as 1/R on the shell and stays the same in the ball. The frequency of the ball is therefore independent of size, as the next section confirms, and its C6 grows as N². In these models, with retardation neglected, growth faster than N² that persists to very large cages needs both electrons that flow over the whole cage and a hollow cage.

**A wall of finite thickness**

In a small cage such as C60 the wall is not thin compared with the radius. Let the electrons fill the region between radii a and R uniformly, with t = R − a and ρ = (a/R)³. Their response is local, with dielectric function ε. In a unit applied field the potential is cos θ times

Ar for r < a, Br + C/r² for a < r < R, −r + p/r² for r > R.

Continuity of the potential and of ε times its radial derivative at r = a gives

A = B + C/a³, A = ε(B − 2C/a³).

Equating the two, C/a³ = B(ε − 1)/(2ε + 1). Define k = ρ(ε − 1)/(2ε + 1), so that C/R³ = kB, and q = p/R³. The same two conditions at r = R read

B(1 + k) = q − 1, εB(1 − 2k) = −1 − 2q.

Dividing the second by the first eliminates B:

ε(1 − 2k)(q − 1) = −(1 + 2q)(1 + k).

Collecting the terms in q,

q = [(ε − 1) − k(2ε + 1)]/[(ε + 2) − 2k(ε − 1)].

Inserting k and multiplying numerator and denominator by 2ε + 1 gives, for a unit field, α = p = R³q:

α = R³(1 − ρ)(ε − 1)(2ε + 1)/[(ε + 2)(2ε + 1) − 2ρ(ε − 1)²].

For free electrons ε = 1 + ω_p²/u². The plasma frequency follows from the density n = N_e/[(4π/3)(R³ − a³)]:

ω_p² = 4πn = 3N_e/(R³ − a³).

With y = ω_p²/u², the factors are ε − 1 = y, ε + 2 = y + 3 and 2ε + 1 = 2y + 3. The denominator becomes 2(1 − ρ)y² + 9y + 9. Multiplying above and below by u⁴/9, and using R³(1 − ρ)ω_p²/3 = N_e,

α(iu) = N_e(u² + 2ω_p²/3)/[u⁴ + ω_p²u² + (2/9)(1 − ρ)ω_p⁴].

The denominator vanishes at u² = −ω_±², where

ω_±² = (ω_p²/2)[1 ± √(1 + 8ρ)/3].

Partial fractions give the strengths

f_− = N_e(2ω_p²/3 − ω_−²)/(ω_+² − ω_−²), f_+ = N_e − f_−.

For a thin wall ρ → 1. The product of the two roots is (2/9)(1 − ρ)ω_p⁴ and ω_+² → ω_p², so ω_−² → (2/9)(1 − ρ)ω_p² = 2N_e/(3R³), and f_− → 2N_e/3. This is the thin-shell result. The remaining third of the strength sits in a fast mode across the wall.

For a solid ball a = 0, and α = R³(ε − 1)/(ε + 2) = N_e/(u² + ω_p²/3). Its frequency ω_p/√3 depends on the density alone, which is why its C6 grows as N².

**Numbers for four cages**

Take a bond length d = 1.42 Å = 2.683 bohr. A hexagon has area (3√3/2)d² and six atoms, each shared by three hexagons, so it holds two atoms. The area per atom is (3√3/4)d² = 9.354 bohr². The mean cage radius R_c follows from 4πR_c² = 9.354N, and R = R_c + t/2, a = R_c − t/2. The wall thickness is a chosen parameter, t = 3 bohr. For N = 60 this gives R_c = 6.68 bohr; a truncated icosahedron with all edges equal to d has 6.65 bohr, so ignoring the pentagons matters little here.

For C60, R = 8.183 bohr, a = 5.183 bohr and N_e = 240. Then

R³ − a³ = 547.9 − 139.2 = 408.7 bohr³,
ω_p² = 720/408.7 = 1.762, ω_p = 1.327 hartree.

With ρ = 0.2541 the modes lie at ω_− = 0.608 and ω_+ = 1.180 hartree. The lower one carries 78.7% of the strength, so f_− = 188.9 and f_+ = 51.1. The three kinds of term in C6 are

lower with lower: (3/4)(188.9)²/(0.6079)³ ≈ 1.191 × 10⁵,
lower with upper: 3(188.9)(51.1)/[(0.6079)(1.1799)(1.7878)] ≈ 0.226 × 10⁵,
upper with upper: (3/4)(51.1)²/(1.1799)³ ≈ 0.012 × 10⁵.

Their sum is C6 ≈ 1.43 × 10⁵ hartree bohr⁶, or 8.54 × 10⁴ eV Å⁶.

The additive reference is a free carbon atom in its triplet ground state, computed by time-dependent unrestricted Hartree–Fock in the aug-cc-pVTZ basis. The polarizability was averaged over directions and the frequency integral done by Gauss–Legendre quadrature, giving c6 = 46.3 hartree bohr⁶. This level omits electron correlation beyond the Hartree–Fock response and has a finite basis: aug-cc-pVQZ, or a second set of diffuse functions, raises c6 by less than 0.1, to 46.4, which can change the last digit of the ratios and of the crossing point below. A free atom also differs from a bonded one.

The local exponents below are numerical derivatives of ln C6 with respect to ln N, with N treated as continuous. C6/N² is in hartree bohr⁶.

N = 60: C6/N² = 39.7, exponent 2.31, shell/additive 0.86
N = 240: C6/N² = 69.6, exponent 2.49, shell/additive 1.50
N = 540: C6/N² = 106.7, exponent 2.56, shell/additive 2.30
N = 960: C6/N² = 149.4, exponent 2.60, shell/additive 3.23

For C60 the shell value is 14% below the free-atom sum. The two agree near N = 94, and for C960 the shell value is more than three times the sum. The comparison for C60 is sensitive to the chosen wall thickness: the ratio shell/additive is 0.63 for t = 2 bohr and 1.14 for t = 4 bohr. The growth is less so: from C60 to C960, C6/N² rises by factors of 4.6 and 3.1 for these two values of t. Faster growth by itself therefore does not mean that the additive value is too small for every cage. Nor would adjusting c6 cure the discrepancy: a value fitted to the shell result for C60 would still be too small by a factor 149.4/39.7 = 3.76 for C960.

The cause of this growth can be read from the lower mode, which supplies 83% of C6 for C60 and 90% for C960. Its part of C6/N² is (3/4)(f_−/N)²/ω_−³. From C60 to C960 its share of the strength falls from 0.787 to 0.693, and its frequency from 0.608 to 0.349 hartree:

strength factor: (0.693/0.787)² ≈ 0.775,
frequency factor: (0.6079/0.3494)³ ≈ 5.27,
product: ≈ 4.08.

The falling strength per atom alone would reduce this part by more than a fifth. Its growth comes entirely from the falling frequency. The total grows by 3.76 instead of 4.08 because the terms that involve the upper mode grow less.

The exponents stay below 11/4 mainly because the outer radius contains the fixed piece t/2. From R = R_c + t/2 and R_c ∝ N^(1/2),

d ln R/d ln N = R_c/(2R).

For C60 this is 6.683/(2 × 8.183) = 0.408 instead of 0.5. Write C6 = (3/4)α(0)²Ω, which defines a mean frequency Ω for the two modes together. Since α(0) = R³, the factor α(0)² contributes 6 × 0.408 = 2.45 to the exponent instead of 3. The total is 2.31, so the fall of Ω takes away 0.14, instead of 0.25 for a thin wall. In the same model at N = 10⁸, far beyond any fullerene, the exponent is 2.749. This only illustrates the limit of the unretarded formula: the shell radius, about 8600 bohr, then exceeds the length c/ω_− ≈ 6700 bohr (c is the speed of light) beyond which retardation matters. The range of distances where −C6/D⁶ alone is accurate is narrow already for the tabulated cages. At D = 10R the dipole–quadrupole term C8/D⁸ adds about 6%, while retardation removes about 3% for C60 and 9% for C960.

**Where the conducting model stops**

Real fullerenes have discrete levels and an energy gap, while the model has free electrons, a sharp wall and a local response. Its absolute values are estimates. The effect of binding can be gauged with a chosen ω_g = 0.20 hartree. In the thick shell, ε − 1 becomes ω_p²/(u² + ω_g²), so ω_g² is added to both squared mode frequencies and the strengths are unchanged. C6/N² then rises from 34.4 for C60 to 100.2 for C960, a factor 2.9 instead of 3.8. Growth is still clearly faster than N², because the collective restoring force still outweighs the binding at these sizes: ω_− without binding is 0.349 hartree or more. This holds for the chosen ω_g only. Three of the four valence electrons are σ electrons, whose main excitations lie nearer 0.5 hartree. With one electron per atom bound at 0.15 hartree and three at 0.48 hartree, C6 of C60 falls to 0.98 × 10⁵ hartree bohr⁶ and the factor to 2.4; with all four at 0.48 hartree the factor is 1.7. In the limit of very large N the unretarded formula returns to the exponent 2; at N = 10⁸ it gives 2.007.

A third kind of sheet has a surface conductivity σ that does not depend on frequency. The surface current density is σ times the tangential field, and the same average 2/3 over the area 4πR² gives

up = (8πσR²/3)(E − p/R³).

Thus α(iu) = R³/(1 + u/u_R), with u_R = 8πσ/(3R). Since ∫₀^∞ du/(1 + u/u_R)² = u_R,

C6 = (3/π)R⁶u_R = 8σR⁵ ∝ N^(5/2).

The exponent thus depends on how the sheet conducts: 11/4 for free electrons without damping, 5/2 for constant conductivity (which damped free electrons also approach once the cage frequency falls below the damping rate), and 2 in the end for bound electrons. A pairwise dispersion correction with fixed atomic coefficients has the exponent 2 from the start, since it contains no restoring force that knows the size of the cage.
